Why Energy Differences Tolerate a Lower Plane-Wave Cutoff Than Total Energies

Q: When I raise the plane-wave cutoff, my total energy keeps falling, but the energy difference between two bond lengths hardly moves. Why should I trust the difference if neither total is converged?

A: Because the two totals may be wrong by nearly the same amount. Whether they are depends on where the error comes from, so let us find that in a model small enough to solve completely.

Put two identical atoms, a distance R apart, in a periodic one-dimensional cell of length L. Six electrons fill three orbitals in pairs and do not interact with each other. Each orbital ψ obeys

Hψ = −t ψ″ + Vψ = εψ,  t = ħ²/(2m) = 0.0381 eV nm².

V is the sum of one well per nucleus, periodic images included:

v(x) = −A exp(−|x|/a) − B exp(−x²/(2b²)).

The first term is a deep, narrow core well with a kink at the nucleus; the second is smooth and shallow. I take A = 200 eV, a = 0.02 nm, B = 20 eV, b = 0.05 nm and L = 2 nm. These are round model parameters, not a particular molecule. The repulsion between the nuclei is left out: it depends on R but has no cutoff error.

Q: What does the cutoff remove?

A: Expand an orbital as

ψ(x) = L^(−1/2) Σ_G c_G exp(iGx),  G = 2πn/L.

The basis keeps |n| ≤ N. Write ψ = p + q, where p contains the kept waves and q the missing ones. Since (H − ε)(p + q) = 0, projecting on p and then on q gives

⟨p|H−ε|p⟩ = −⟨p|H−ε|q⟩,
⟨q|H−ε|q⟩ = −⟨q|H−ε|p⟩.

The two right-hand sides are complex conjugates, and the left-hand sides are real, so all four quantities are equal. The energy expectation value of the truncated orbital p therefore lies above ε by

⟨p|H−ε|p⟩/⟨p|p⟩ = ⟨q|H−ε|q⟩/⟨p|p⟩.

At high cutoff ⟨p|p⟩ is nearly 1, and the kinetic energy tG² of the missing waves is much larger than |V| and |ε|. Per electron, the error is then mainly the missing kinetic energy:

δε ≈ Σ_missing tG²|c_G|².

Q: But the computer doesn't use the truncated exact orbital. It finds the best orbital in the small basis.

A: That changes the error at higher order. Within the kept space, p fails to be an eigenstate by the residual −PVq, where P projects on the kept waves. Adjusting the orbital changes the energy by terms quadratic in this residual, divided by energy gaps. Near the edge of the basis, the residual is of order |V||c_G| and the gap is of order tG², so the change is smaller than the leading error by about (V/tG²)². At low G the gaps are smaller, but so is the residual: its overlap with a smooth orbital is of the same order as ⟨p|V|q⟩ = −⟨q|H−ε|q⟩, that is, of order δε. The change is then of order δε² divided by the gap, which is negligible when δε is a few meV and the gap to the nearest level of the same parity is about 19 eV or more, as it is for the short bond here. The two core levels are close together, but they have opposite parity about the bond midpoint, so this adjustment does not mix them.

Here are numbers for R = 0.15 nm and N = 100. The exact energies come from a real-space spectral-element calculation, which uses high-order polynomials on segments that meet at the nuclei. Diagonalizing H in plane waves gives a total energy 22.96 meV above the exact one. Taking q from orbitals computed with N = 300, the missing-part expression gives 22.87 meV, and its kinetic part alone 23.00 meV. The 22.87 meV is measured from the N = 300 energy, which itself lies 0.09 meV above the exact one. Adding this gives 22.96 meV, so the adjustment within the small basis gains almost nothing. The missing weight is only 4.4×10⁻⁶ electron, but its mean kinetic energy is

0.0230 eV / (4.38×10⁻⁶) ≈ 5250 eV.

A tiny weight is expensive when it sits at high G.

Q: Which part of the orbital needs those short waves?

A: The Schrödinger equation for one Fourier component answers that:

(tG² − ε) c_G = −(Vψ)_G,  where f_G = L^(−1/2) ∫ f(x) exp(−iGx) dx over the cell.

Integrating by parts twice gives f_G = −(f″)_G/G². The boundary terms cancel because the cell is periodic. Now take f = Vψ. At a nucleus, the slope of −A exp(−|x|/a) jumps from −A/a to +A/a, while ψ and ψ′ are continuous. So f′ jumps by (2A/a)ψ(R_i), and f″ contains a delta function of that strength. Hence

(Vψ)_G ≈ −[2A/(a√L G²)] Σ_i ψ(R_i) exp(−iGR_i).

The rest of f″ contributes at order 1/G³ or smaller. The first such term comes from 2V′ψ′, which jumps by (4A/a)ψ′(R_i). Neglecting ε beside tG²,

c_G ≈ [2A/(a t√L G⁴)] Σ_i ψ(R_i) exp(−iGR_i).

The smooth valence well does not enter at this order. In the high-G limit the tail is set by the core kink and by the orbital's value at the nucleus. For an orbital that nearly vanishes there, the slope term can dominate up to high cutoffs: at N = 100 and R = 0.15 nm the two electrons in the highest orbital have an error of 0.46 meV, while the value alone predicts 0.12 meV and value plus slope 0.39 meV.

Q: That is an asymptotic argument. Is the weight near the nuclei at a finite cutoff?

A: You can cut the orbitals in space and look. Around each nucleus I use the smooth window

w = (1 + u + u²/2) exp(−u),  u = d²/(2s²),  s = 0.02 nm,

where d is the distance from that nucleus. It falls to one half at d = 0.046 nm. Add the two windows and call the sum W. For N = 100 and the short bond, I compare the kinetic energy above the cutoff in Wψ and in (1−W)ψ with that in ψ.

The part near the nuclei has 1.06 times the full value, and the remainder has 0.0014 times. They need not add to one, because the two parts interfere. The remainder still has a norm of 0.86 electron, so it is not negligible as charge; it is simply smooth. This locates the source of the short waves. The missing part q itself extends somewhat further: about 90% of its kinetic energy lies within 0.046 nm of a nucleus.

Q: How does this become an error for the whole dimer?

A: Insert c_G into tG²|c_G|² and add two electrons per orbital. With real orbitals, define

n_i = 2 Σ_s ψ_s(R_i)²,  ρ₁₂ = 2 Σ_s ψ_s(R₁)ψ_s(R₂).

Here n_i is the electron density at nucleus i. Squaring the sum over the two nuclei gives

δE ≈ [4A²/(a²tL)] Σ_missing [n₁ + n₂ + 2ρ₁₂ cos(GR)]/G⁶.

For the first two terms, replace the sum by an integral. Neighbouring G values are 2π/L apart, so the missing region starts midway between the last kept and the first missing wave, at G_c = 2π(N+½)/L. Counting both signs of G,

Σ_missing G⁻⁶ ≈ 2·(L/2π) ∫ from G_c to ∞ of G⁻⁶ dG = L/(5πG_c⁵).

The result is

δE ≈ K(G_c)(n₁ + n₂),  K = 4A²/(5πa²tG_c⁵).

With E_cut = tG_c², the error falls as E_cut^(−5/2). This power belongs to the kink in this one-dimensional model; a different singularity would give a different power.

The cosine term oscillates. Its integral is about −sin(G_cR)/(RG_c⁶), smaller than the on-site integral by a factor of order 5/(G_cR). For the filled core pair, ρ₁₂ is also small, because the bonding and antibonding products nearly cancel.

Q: Put numbers into it.

A: At N = 300, G_c = π × 300.5 = 944 nm⁻¹, so

K = 4(200)²/[5π(0.02)²(0.0381)(944)⁵] = 8.91×10⁻⁷ eV nm.

For the short bond n₁ + n₂ = 95.26 nm⁻¹, and the predicted error is

8.91×10⁻⁷ × 95.26 = 8.49×10⁻⁵ eV = 0.0849 meV.

The plane-wave calculation gives 0.0862 meV, which is 1.6% above the prediction. At N = 100 it is 13% above, so the formula is a high-cutoff law, not a precise correction at any cutoff.

Q: Now stretch the bond. What survives?

A: K is the same at both bond lengths if the core potential, the cell and the cutoff are the same. Subtracting gives

δ(ΔE) ≈ K Δ(n₁ + n₂),

apart from the cosine term and higher orders. The cosine term is small beside the total error, but not always beside this small difference: it oscillates with N and reaches about 55% of K Δ(n₁ + n₂) for N = 60 to 73, 34% for N = 100 to 113 and 12% for N = 300 to 313. At N = 60, 100 and 300, used in the table below, it happens to be only 2 to 4%: there |sin(G_cR)| is 0.23 for the short bond, which carries most of ρ₁₂, and the next term of the integral, 6cos(G_cR)/(R²G_c⁷), partly cancels the first. The large common density has gone. For the two bond lengths, the summed nuclear densities in nm⁻¹ are:

R = 0.15 nm: core 94.70, valence 0.56, all 95.26
R = 0.20 nm: core 95.01, valence 0.10, all 95.12

The core density rises by 0.32 and the valence density falls by 0.46. The net change is −0.14, or −0.15% of the total. That percentage is the high-cutoff limit of the ratio between the difference error and the total error. It is this small partly by accident of the example: the core and valence changes, 0.3% and 0.5% of the total, have opposite signs.

Q: Why is the core density so rigid? The core electrons surely feel the other atom.

A: They do, but mostly as a shift in energy. A potential that is constant across the core moves a level without changing its orbital. To change the orbital's shape, the neighbour's potential must vary across the narrow core, and that variation has to compete with the deep core well. Here it does vary: at R = 0.15 nm it is −0.33 eV at the nucleus but averages −0.57 eV over the core orbital. It is weak, however, beside the 89 eV gap between the first two levels of the isolated atom, so the mean core level shifts by about that average and the shape barely changes.

Stretching raises the mean core level from −102.21 to −101.68 eV, while the core density at the nuclei changes by 0.34%. Four core electrons thus contribute about 2.1 eV to the stretching energy of 9.85 eV. "Rigid" refers to the orbital near the nucleus, not to its energy.

The valence orbital is far from rigid, but it has little density at the nuclei. In an isolated atom of this model, the second state is odd and vanishes there. The neighbour breaks that symmetry and mixes in some even character, less so at the longer bond.

Q: Does the difference then converge with a faster power of the cutoff?

A: Not in the high-cutoff limit. If Δ(n₁ + n₂) is nonzero, the leading power is the same and the prefactor is smaller. Because that prefactor is small, higher-order terms can govern the difference over a wide range of cutoffs. If the density change happened to vanish, the next terms would decide, and the difference would fall faster.

These are the errors from plane-wave diagonalization, relative to the exact energies:

N = 40, E_cut = 617 eV: total 2316 meV, difference +13.1 meV
N = 60, E_cut = 1376 eV: total 324 meV, difference −3.39 meV
N = 100, E_cut = 3798 eV: total 23.0 meV, difference −0.107 meV
N = 300, E_cut = 33 956 eV: total 0.0862 meV, difference −0.000156 meV

"Total" is for the short bond, and "difference" is the long-bond energy minus the short-bond energy. The magnitude of their ratio is 1.0% at N = 60, 0.47% at N = 100 and 0.18% at N = 300. The approach to the limit of −0.15% is not steady: the ratio oscillates with N, and these three cutoffs lie near the negative extreme of the oscillation. Over even N it runs from −1.05% to +0.78% for N = 60 to 74, from −0.47% to +0.12% for N = 100 to 114, and from −0.19% to −0.12% for N = 300 to 314. The envelope of the difference falls faster than the total over this range: for the tabulated points the apparent powers of E_cut are −3.4 and −2.6 between N = 60 and 100, and −3.0 and −2.55 between N = 100 and 300. A power taken from two arbitrary cutoffs means little for the difference: it is −1.4 between N = 66 and 100 and −5.3 between N = 60 and 106, while the total gives −2.6 in both cases.

Q: The difference error changes sign. Is that a numerical fault?

A: No. Each total here lies above its exact value, as the variational principle requires, but the difference of two positive errors can have either sign. Here the difference error oscillates with N and changes sign twelve times between N = 20 and 106; from there to N = 170 it stays negative. One very small difference error may therefore be a crossing through zero. Look at a range of cutoffs.

The density law is also less accurate for the difference. At N = 300, the sum including the cosine term predicts −0.000122 meV, against the calculated −0.000156 meV. The gap of 0.000034 meV is 22% of the difference error, but only 0.04% of the total error. Core and valence changes oppose each other, so small corrections matter more. Orbital slopes at the nuclei supply most of the gap. Keeping the jump of 2V′ψ′ replaces ψ(R_i) in c_G by ψ(R_i) + 2ψ′(R_i)/(iG). This adds two kinds of energy term that fall as G_c⁻⁷: on-site terms in ψ′², and oscillating terms that multiply the value at one nucleus by the slope at the other. With the slopes included, the prediction at N = 300 becomes −0.000152 meV; the on-site terms alone close only about a quarter of the gap. At lower cutoffs the slope terms can exceed the density term, but their sum oscillates with N and passes through zero: it lies between −5.6 and +6.0 times the density term for N = 60 to 79, and between −1.4 and +2.1 times it for N = 100 to 119. The tabulated cutoffs, where |cos(G_cR)| is close to 1, are near its extremes. At N = 100 the prediction is −0.029 meV without them and −0.090 meV with them, against −0.107 meV; at N = 60 it is −0.37 and −2.6 meV, against −3.39 meV.

Q: What do I gain in practice?

A: Suppose you want an absolute error below 10 meV. I scanned every N from 20 to 170 and took the cutoff from which the error stays within that limit for the rest of the scan:

total energy, short bond: N = 118, E_cut ≈ 5280 eV
stretching energy: N = 49, E_cut ≈ 921 eV

The difference needs a cutoff 5.7 times lower. Had the limiting ratio of 0.15% already applied, the −5/2 power would have given a factor of (0.00148)^(−2/5) ≈ 14. At the lower cutoff the cancellation is not yet that good.

The gain is much larger in absolute than in relative error. At N = 60, the total is wrong by 0.324/446.6 = 0.07% of its magnitude, and the stretching energy by 0.00339/9.85 = 0.03%. At this cutoff the relative errors differ by a factor of about two, although the absolute errors differ by nearly a hundred; at N = 300 the factors are about 12 and 550. Both denominators leave out the nuclear repulsion.

Q: When should I not rely on the cancellation?

A: When the two calculations do not share the same core error. There are two clear cases in this model.

First, the cutoffs may differ. With the short bond at N = 100 and the long bond at N = 150, the errors are 22.96 and 2.85 meV. Their difference is −20.1 meV, compared with −0.107 meV when both use N = 100. The factor G_c⁻⁵ no longer cancels.

Second, the core occupation may change. Take the five-electron ion at the short bond, which has a vacancy in the valence level, and move one electron from the upper core level into that vacancy. Without interaction, the excitation energy is the difference of the two levels. At N = 100 this excitation energy is wrong by −5.4 meV, about fifty times the stretching error. A core electron has taken its share of the nuclear density with it.

The derivation also assumes a fixed potential. If the electrons interact, the potential responds to the density, and that response needs its own analysis. For your own system, converge the energy difference you intend to report, with the same cell and cutoff on both sides, and follow it over several cutoffs.
